\section*{Two derivations of the inverse-cube convergence of the principal expansion}

\section{The decision}

A correlation energy has been computed with orbital sets of cardinal number $X=4$ and $X=5$. One can now pay for $X=6$, or combine the two energies in hand into an estimate of the limit $X\to\infty$. The second choice is sound only if the law by which the error falls is known. For the model worked below (the second-order energy of a two-electron atom, expanded in the natural orbitals of its first-order pair function), the error at $X=5$ is $4.27$~zJ ($1~\mathrm{zJ}=10^{-21}$~J). Going to $X=6$ raises the number of orbitals from 55 to 91 and leaves $2.58$~zJ, whereas extrapolation with an $X^{-3}$ law leaves $0.54$~zJ and costs nothing.

The law belongs to the principal expansion, in which orbitals are added in complete shells. Shell $n$ holds one radial function for each $l=0,\dots,n-1$, each with its $2l+1$ values of $m$, so it has
\begin{equation}
\sum_{l=0}^{n-1}(2l+1)=n(n-1)+n=n^2
\end{equation}
orbitals. The result is that one orbital lowers the energy by about $n^{-6}$, a shell by $n^{-4}$, and that keeping the shells $n\le X$ leaves an error proportional to $X^{-3}$. ``About'' means a common power of $n$ times a bounded function of $l/n$.

\section{What both derivations use}

\subsection{The error as a sum over dropped orbitals}

Take two electrons in the singlet $1s^2$ state around a fixed nucleus of charge $Z$, to second order in their repulsion. With $a_0=4\pi\varepsilon_0\hbar^2/(me^2)$ and $E_h=\hbar^2/(ma_0^2)$,
\begin{align}
H_0&=h(1)+h(2),\qquad h=-\frac{\hbar^2}{2m}\nabla^2-\frac{Ze^2}{4\pi\varepsilon_0 r},\\
V&=\frac{e^2}{4\pi\varepsilon_0 r_{12}},\qquad
\psi_0=\frac{Z^3}{\pi a_0^3}\,e^{-Z(r_1+r_2)/a_0}.
\end{align}
Let $H_0\psi_0=E_0\psi_0$ and $E_1=\langle\psi_0|V|\psi_0\rangle$. The first-order pair function $\chi$ obeys
\begin{equation}
(H_0-E_0)\chi=-(V-E_1)\psi_0,\qquad \langle\psi_0|\chi\rangle=0. \label{first}
\end{equation}
The second-order energy is the minimum of
\begin{equation}
J[\eta]=\langle\eta|H_0-E_0|\eta\rangle+2\langle\eta|V-E_1|\psi_0\rangle .
\end{equation}
Inserting $\eta=\chi-D$, the terms linear in $D$ cancel by (\ref{first}), so
\begin{equation}
J[\chi-D]-J[\chi]=\langle D|H_0-E_0|D\rangle\ge 0. \label{quad}
\end{equation}

The function $\chi(\mathbf r_1,\mathbf r_2)$ is real, symmetric and square integrable. Read as the kernel of an integral operator, it has orthonormal eigenfunctions $\phi_k$, called here the natural orbitals (they belong to $\chi$ alone, not to $\psi_0+\chi$), with eigenvalues $c_k$:
\begin{equation}
\chi=\sum_k c_k\,\phi_k(1)\phi_k(2).
\end{equation}
Let $D$ be the part of this sum with the dropped orbitals. Since $h$ acts on one electron, the overlap of the other gives
\begin{equation}
\langle\phi_k\phi_k|H_0-E_0|\phi_j\phi_j\rangle
=\delta_{kj}\,(2h_{kk}-E_0),\qquad h_{kk}=\langle\phi_k|h|\phi_k\rangle .
\end{equation}
The error (\ref{quad}) is therefore a sum without cross terms:
\begin{equation}
T=\sum_{k\ \mathrm{dropped}}e_k,\qquad e_k=c_k^2\,(2h_{kk}-E_0). \label{ek}
\end{equation}
Readjusting the coefficients of the kept orbitals cannot reduce it. For kept $i,j$ and dropped $k$, $\langle\phi_i\phi_j|H_0-E_0|\phi_k\phi_k\rangle$ contains $\delta_{jk}$ or $\delta_{ik}$ in every term and vanishes. Hence the first variation of $J$ at $\chi-D$, which is $-2\langle\phi_i\phi_j|H_0-E_0|D\rangle$, is zero. Thus $e_k$ is what orbital $k$ adds.

\subsection{The coefficient of a short wave}

Orbitals of large $n$ oscillate rapidly, and they are needed where $\chi$ is not smooth, at $\mathbf r_1=\mathbf r_2$. In the relative coordinate $\mathbf r_{12}$ the kinetic energy is $-(\hbar^2/m)\nabla^2$, because the reduced mass is $m/2$. The singular terms of (\ref{first}) must balance:
\begin{equation}
-\frac{\hbar^2}{m}\nabla^2\chi=-\frac{e^2}{4\pi\varepsilon_0r_{12}}\psi_0 .
\end{equation}
Try $\chi=b\,r_{12}$. Since $\nabla^2r_{12}=2/r_{12}$, this gives $2b\hbar^2/m=e^2\psi_0/(4\pi\varepsilon_0)$, or $b=\psi_0/(2a_0)$. The leading singular part of $\chi$ is $r_{12}\psi_0(\mathbf r,\mathbf r)/(2a_0)$.

Its Fourier transform follows from $\nabla^2\nabla^2 r=\nabla^2(2/r)=-8\pi\delta(\mathbf r)$. Each $\nabla^2$ becomes $-k^2$, so the transform of $r$ is $-8\pi/k^4$ for $k\neq0$. Acting on a short wave of local wave vector $\mathbf k$ near $\mathbf r$, the operator $\chi$ multiplies it, to leading order, by
\begin{equation}
c(r,k)=-\frac{8\pi}{k^4}\,\frac{\psi_0(\mathbf r,\mathbf r)}{2a_0}
=-\frac{C(r)}{k^4},\qquad
C(r)=\frac{4Z^3}{a_0^4}\,e^{-2Zr/a_0}. \label{symbol}
\end{equation}
In (\ref{ek}) the kinetic part $2\hbar^2k^2/(2m)$ outgrows the potential energy and $E_0$, so
\begin{equation}
e_k\simeq c_k^2\,\frac{\hbar^2\langle k^2\rangle}{m}. \label{cost}
\end{equation}
With $c\propto k^{-4}$ this is $k^{-8}k^2=k^{-6}$. What remains is to relate $k$ to $n$, and the two derivations do this differently.

\section{First derivation: orbital by orbital}

\subsection{Quantization}

A natural orbital is a standing wave for which $c(r,k)$ has the same value $c_k$ everywhere. By (\ref{symbol}) its local wave number obeys
\begin{equation}
k^2=\kappa^2e^{-Zr/a_0},\qquad |c_k|=\frac{4Z^3}{(a_0\kappa)^4}. \label{kap}
\end{equation}
For angular momentum $l$ the radial part is $k_r^2=k^2-l^2/r^2$ at leading order. A radial function with $\nu$ nodes satisfies $\int k_r\,dr=\pi\nu$ between its turning points, up to a constant that matters less as $\nu+l$ grows. Shell labels are assigned by $n=\nu+l+1$.

Put $x=Zr/a_0$, $\lambda=l/n$ and $\kappa=qnZ/a_0$. Then $k_r\,dr=n\,p\,dx$, and with $\nu/n\to1-\lambda$,
\begin{equation}
\int p\,dx=\pi(1-\lambda),\qquad
p=\sqrt{q^2e^{-x}-\lambda^2/x^2}. \label{quant}
\end{equation}
Neither $n$ nor $Z$ appears, so $q$ depends on $\lambda$ alone, and at fixed $\lambda$ the wave number is proportional to $n$. From (\ref{kap}),
\begin{equation}
|c_{nl}|=\frac{4Z^3}{q^4n^4Z^4}=\frac{4}{Zq^4n^4}.
\end{equation}

The average of $k^2=\kappa^2e^{-x}$ needs the density of the standing wave. Constant flux makes it inversely proportional to the group velocity $|\partial c/\partial k_r|=4|c|k_r/k^2$, so the weight is $k^2/k_r\propto e^{-x}/p$. Hence $\langle k^2\rangle=s\kappa^2$ with
\begin{equation}
s=\frac{\int e^{-2x}p^{-1}dx}{\int e^{-x}p^{-1}dx}.
\end{equation}
Equation (\ref{cost}) becomes
\begin{equation}
e_{nl}\simeq\frac{16}{Z^2q^8n^8}\,\frac{\hbar^2}{m}\,\frac{q^2n^2Z^2}{a_0^2}\,s
=\frac{f(\lambda)}{n^6},\qquad f=\frac{16\,s}{q^6}\,E_h. \label{orb}
\end{equation}
This is the $n^{-6}$ law. The charge has cancelled.

\subsection{How equal are the orbitals of a shell?}

The two ends can be done by hand. For $\lambda=0$, $\int_0^\infty qe^{-x/2}dx=2q=\pi$, so $q=\pi/2$. There $s=\int e^{-3x/2}dx\big/\int e^{-x/2}dx=1/3$. For $\lambda=1$ the orbit shrinks to the point where $x^2e^{-x}$ is largest, $x=2$. Then $4q^2e^{-2}=1$, so $q=e/2$, and $s=e^{-2}$. Thus
\begin{equation}
f(0)=\frac{1024}{3\pi^6}E_h,\qquad f(1)=1024\,e^{-8}E_h,
\end{equation}
or 1548 and 1498~zJ. Between them, (\ref{quant}) was solved by root finding and quadrature. The function $f$ rises to a maximum of about 2490~zJ near $\lambda=0.47$, and its largest and smallest values differ by a factor 1.66.

These values can be set beside natural orbitals computed without the short-wave approximation. Equation (\ref{first}) was solved for each $l$ up to 47 on a radial spectral grid, and the resulting coefficient matrices were diagonalized. Within each $l$ the computed orbitals were given $\nu=0,1,2,\dots$ in order of decreasing $|c|$, except that the single $s$ orbital with positive $c$ was taken as $n=1$. If $e=f/(n+\delta)^6$ with a constant $\delta$, then $e^{-1/6}$ grows linearly in $n$ with slope $f^{-1/6}$. The last column takes this slope between $n=20$ and $n=40$ (for the last row, $l=n-1$).
\begin{center}
\begin{tabular}{ccc}
$l/n$ & $f$ from (\ref{orb}) (zJ) & $f$ from orbitals (zJ)\\
0 & 1548 & 1536\\
1/4 & 2280 & 2269\\
1/2 & 2487 & 2485\\
3/4 & 2161 & 2164\\
1 & 1498 & 1501
\end{tabular}
\end{center}

In small shells the $s$ orbitals stand out. At $n=3$ the computed $n^6e$ is 6246, 2711 and 1865~zJ for $l=0,1,2$, and at $n=6$ the $s$ value is still 2858~zJ. The $s$ values for $n=3$ to 6 are reproduced within 6\% by $f(0)/(n-0.6)^6$ (5.5\% low at $n=3$, 2\% high at $n=6$). The shift is read off from the numbers; the leading-order quantization does not fix it.

\subsection{Shell and tail}

For large $n$ the sum over a shell becomes an integral, with $2l+1\to2n\lambda$ and $dl=n\,d\lambda$:
\begin{equation}
S_n=\sum_{l=0}^{n-1}(2l+1)\frac{f(l/n)}{n^6}\simeq\frac{A}{n^4},\qquad
A=\int_0^1 2\lambda f(\lambda)\,d\lambda. \label{shell}
\end{equation}
Quadrature gives $A=2123$~zJ (13.25~eV). Each term $n^{-4}$ is close to the integral of the same function from $n-\frac12$ to $n+\frac12$, so
\begin{equation}
T(X)=\sum_{n>X}S_n\simeq A\int_{X+1/2}^\infty\frac{dn}{n^4}
=\frac{A}{3(X+\frac12)^3}
=\frac{A}{3X^3}\Bigl(1-\frac{3}{2X}+\cdots\Bigr). \label{tail}
\end{equation}
The leading term is the $X^{-3}$ law. The correction in the bracket assumes that $S_n$ itself has no sizeable $n^{-5}$ term. That is not derived here, but the computed $S_n$ fall between $n=20$ and $n=40$ with an effective power of 4.00, which supports it for this system.

\section{Second derivation: counting in phase space}

Now no single orbital is followed. In a volume $v$ there are $v\,d^3k/(2\pi)^3$ standing waves with wave vector in $d^3k$. Applied locally, this turns sums over many orbitals into integrals over $d^3r\,d^3k/(2\pi)^3$.

Keep all orbitals with $|c|>\epsilon$. By (\ref{symbol}) these fill the region $k<k_\epsilon(r)=(C/\epsilon)^{1/4}$. Their number is
\begin{equation}
N=\int d^3r\,\frac{4\pi k_\epsilon^3}{3(2\pi)^3}
=\frac{\epsilon^{-3/4}}{6\pi^2}\int C^{3/4}d^3r. \label{count}
\end{equation}
The error is the sum of $c^2\hbar^2k^2/m$ over the rest:
\begin{align}
T&=\frac{\hbar^2}{m}\int d^3r\int_{k_\epsilon}^\infty\frac{4\pi k^2dk}{(2\pi)^3}\,\frac{C^2}{k^6}
=\frac{\hbar^2}{m}\int d^3r\,\frac{C^2}{6\pi^2k_\epsilon^3}\nonumber\\
&=\frac{\hbar^2}{m}\,\frac{\epsilon^{3/4}}{6\pi^2}\int C^{5/4}d^3r. \label{err}
\end{align}
In the product the threshold cancels:
\begin{equation}
T\,N=\frac{\hbar^2}{36\pi^4m}\int C^{3/4}d^3r\int C^{5/4}d^3r. \label{tn}
\end{equation}
The error is inversely proportional to the number of orbitals. Complete shells up to $X$ hold $N\simeq X^3/3$ orbitals, hence $T\propto X^{-3}$. Differentiating, a layer of width $dn=1$ contains $dN/dn=n^2$ orbitals and contributes $-dT/dn\propto n^{-4}$, so the mean contribution of an orbital is proportional to $n^{-6}$.

For the coefficient, use $\int e^{-\alpha r}d^3r=8\pi/\alpha^3$ with $\alpha=3Z/(2a_0)$ and $5Z/(2a_0)$:
\begin{equation}
\int C^{3/4}d^3r=\frac{4^{3/4}}{Z^{3/4}}\,\frac{64\pi}{27},\qquad
\int C^{5/4}d^3r=\frac{4^{5/4}Z^{3/4}}{a_0^2}\,\frac{64\pi}{125}.
\end{equation}
Since $4^{3/4}4^{5/4}=16$,
\begin{equation}
T=\frac{3}{X^3}\,\frac{16\cdot64^2\,E_h}{36\pi^2\cdot3375}
=\frac{16384}{10125\,\pi^2}\,\frac{E_h}{X^3}. \label{tc}
\end{equation}
With $E_h=4359.7$~zJ this is $0.1640\times4359.7=715$~zJ$\,/X^3$. The first derivation gives $A/3=708$~zJ. They differ by 1\% because the cuts differ: here the orbitals of smallest $|c|$ are dropped, there those with $n>X$.

The power is the same for both cuts, by scaling. Multiply every $k$ by $\mu$ at fixed $\mathbf r$. Then $l$ and the radial integral $\int k_r\,dr$ are both multiplied by $\mu$, so the region $\nu+l\le X$ goes over into $\nu+l\le\mu X$. The energy integral outside it scales as $d^3k\,c^2k^2\propto\mu^{3-8+2}=\mu^{-3}$.

The same integral at one angular momentum gives the contribution of a whole $l$ channel. There are about $2l$ values of $m$, and radial phase space is $dr\,dk_r/(2\pi)$. With $\int_{-\infty}^{\infty}dk_r\,(k_r^2+l^2/r^2)^{-3}=3\pi r^5/(8l^5)$,
\begin{equation}
\frac{2l}{2\pi}\,\frac{\hbar^2}{m}\,\frac{3\pi}{8l^5}\int_0^\infty C^2r^5dr
=\frac{3}{8l^4}\,\frac{\hbar^2}{m}\,\frac{16Z^6}{a_0^8}\,5!\Bigl(\frac{a_0}{4Z}\Bigr)^6
=\frac{45}{256}\,\frac{E_h}{l^4}. \label{pw}
\end{equation}

\section{Errors and extrapolation}

The grid solution, with the channels $l\ge48$ added from (\ref{pw}) with $l$ replaced by $l+\frac12$, gives a second-order energy of $-687.385$~zJ ($-4.290$~eV). Errors are relative to this value. With lengths measured in $a_0/Z$, $H_0$ scales as $Z^2$ and $V$ as $Z$, so this energy, of order $V^2/H_0$, and all the errors below are the same for every $Z$. It is the second-order term about bare-nucleus orbitals and includes the relaxation of the $1s$ orbital, so it is not the correlation energy of a particular atom.
\begin{center}
\begin{tabular}{rrrr}
$X$ & orbitals & $T$ (zJ) & $X^3T$ (zJ)\\
3 & 14 & 16.81 & 454\\
4 & 30 & 7.817 & 500\\
5 & 55 & 4.267 & 533\\
10 & 385 & 0.612 & 612\\
40 & 22140 & 0.0107 & 682
\end{tabular}
\end{center}
The product $X^3T$ approaches 708~zJ slowly, as the bracket in (\ref{tail}) requires. With the half kept, $707.8/5.5^3=4.25$~zJ at $X=5$, close to the computed 4.27.

If $E_X=E_\infty+aX^{-3}$, then $X^3E_X$ at two values of $X$ differ by $E_\infty$ times the difference of the cubes. From $E_4=-679.568$ and $E_5=-683.118$~zJ,
\begin{equation}
E_\infty\approx\frac{125E_5-64E_4}{125-64}=-686.84~\mathrm{zJ}\quad(-4.287~\mathrm{eV}).
\end{equation}
The remaining error is $(533.4-500.3)/61=0.54$~zJ, an eighth of that at $X=5$. It comes from the drift of $X^3T$. Replacing $X$ by $X+\frac12$ changes the weights to $5.5^3=166.375$ and $4.5^3=91.125$, and the error to
\begin{equation}
\frac{166.375\times4.2673-91.125\times7.8171}{75.25}=-0.03~\mathrm{zJ}.
\end{equation}
That gain is shown for this model only; the $X^{-3}$ form rests on the leading order alone. The shift need not carry over to Gaussian sets. For the coupled-cluster correlation energy of the helium atom in cc-pVQZ and cc-pV5Z, the error at $X=5$ is about $2.3$~zJ, the $X^{-3}$ form overshoots the limit by about $0.6$~zJ, and the shift to $X+\frac12$ raises the overshoot to about $1.1$~zJ.

\section{What each derivation assumes}

Both assume second-order theory, natural orbitals, the local form (\ref{symbol}) at short wavelength, and a nonzero $\psi_0(\mathbf r,\mathbf r)$. In a triplet state $\psi_0(\mathbf r,\mathbf r)=0$, $C$ vanishes, and the law does not apply. Both also assume that functions of all $l$ enter as $X$ grows. If $l$ is capped, the missing channels (\ref{pw}) leave a constant error and extrapolation in $X$ goes to the wrong limit. The errors tabulated above are those of natural orbitals; how closely a given finite Gaussian set of cardinal number $X$ follows them is not derived here.

The first derivation assumes in addition a spherical atom and a quantization rule for each orbital. In return it gives the individual contributions, shows that they are equal within a shell only up to the factor $f(l/n)$, and yields the coefficient for complete shells.

The second assumes only that many orbitals can be counted by phase-space volume. It says nothing about a single orbital. But (\ref{tn}) does not use spherical symmetry: for an electron pair in one doubly occupied molecular orbital, with $C=4\pi\psi_0(\mathbf r,\mathbf r)/a_0$, the same steps give $T\propto1/N$. Under either derivation, ten times smaller error by enlarging the set alone needs about ten times as many orbitals.
